# Time Lag of Drifting Ions in an Initially Empty Dielectric Slab

When copper ions are driven through a dielectric film and their arrival at the far side is recorded, one must decide how to turn the observed delay into a transport coefficient. The field-free relation $D=L^2/(6\theta)$ needs only the thickness $L$ and the delay $\theta$. Under bias, however, the delay may be set almost entirely by drift, and that relation can then return a diffusivity more than ten times too large. The choice depends on how the delay varies with the ratio of drift to diffusion.

Take a slab $0<x<L$ in which ions have a constant diffusivity $D$ and a constant drift velocity $v$, positive towards the exit at $x=L$. With number density $c(x,t)$, the particle flux and the balance equation are

$$J=vc-D\frac{\partial c}{\partial x},\qquad \frac{\partial c}{\partial t}=-\frac{\partial J}{\partial x}=D\frac{\partial^2c}{\partial x^2}-v\frac{\partial c}{\partial x}.$$

The slab is empty at $t=0$. From then on the entrance is held at $c(0,t)=c_0$, and the exit removes every arriving ion, so $c(L,t)=0$. A constant $v$ means a uniform field, undisturbed by the charge of the ions themselves.

The quantity recorded is the number of ions per unit area delivered at the exit,

$$Q(t)=\int_0^tJ(L,t')\,dt'.$$

At late times it grows along a straight line, $Q\to J_s(t-\theta)$, where $J_s$ is the steady flux. The time lag $\theta$ is the point where this line, extended backwards, meets the time axis.

The steady flux comes first. In the steady state $J$ is independent of $x$, so $vc_s-D\,dc_s/dx=J_s$. The general solution is $c_s=J_s/v+A\exp(vx/D)$. The exit condition gives $A=-(J_s/v)\exp(-u)$, with the reduced drift

$$u=\frac{vL}{D}.$$

The entrance condition then reads $c_0=(J_s/v)[1-\exp(-u)]$, so that

$$J_s=\frac{vc_0}{1-\exp(-u)}.$$

For $v\to0$ the denominator tends to $vL/D$, and $J_s$ becomes the diffusive value $Dc_0/L$.

To show that the straight line exists, write $c=c_s+w$. The deviation $w$ obeys the balance equation and vanishes at both faces. Drift can be removed from its equation by the substitution

$$w=P\,g,\qquad P=\exp\left(\frac{vx}{2D}-\frac{v^2t}{4D}\right).$$

The derivatives are

$$\begin{aligned}
w_t&=P\left(g_t-\frac{v^2}{4D}g\right),\qquad w_x=P\left(g_x+\frac{v}{2D}g\right),\\
w_{xx}&=P\left(g_{xx}+\frac vD g_x+\frac{v^2}{4D^2}g\right).
\end{aligned}$$

In $Dw_{xx}-vw_x$ the terms $vg_x$ cancel, and the terms in $g$ combine to $v^2/4D-v^2/2D=-v^2/4D$. The same term stands on the left, so what remains is $g_t=Dg_{xx}$. With zero ends, $g$ is a sum of the functions $\sin(n\pi x/L)$, which decay at rates $n^2\pi^2D/L^2$. The slowest decay rate of $w$ is therefore

$$\frac{v^2}{4D}+\frac{\pi^2D}{L^2}.$$

Since this is positive, $J(L,t)$ approaches $J_s$ exponentially. Adding and subtracting $J_s$ in the definition of $Q$ gives

$$Q(t)=J_st-\int_0^t[J_s-J(L,t')]\,dt'.$$

The integral converges as $t\to\infty$, and comparison with $J_s(t-\theta)$ yields

$$\theta=\int_0^\infty\left[1-\frac{J(L,t)}{J_s}\right]dt.$$

This integral can be found without knowing the full time dependence. Let $\hat c(x,s)=\int_0^\infty c\,\exp(-st)\,dt$. Because the slab starts empty, the transformed balance equation has no initial term:

$$D\hat c''-v\hat c'-s\hat c=0.$$

A trial solution $\exp(mx)$ requires $Dm^2-vm-s=0$, hence

$$m=\frac{v}{2D}\pm q,\qquad q=\sqrt{\frac{v^2}{4D^2}+\frac sD}.$$

The constant entrance value transforms to $\hat c(0,s)=c_0/s$. The combination that meets this value and vanishes at the exit is

$$\hat c=\frac{c_0}{s}\exp\left(\frac{vx}{2D}\right)\frac{\sinh[q(L-x)]}{\sinh(qL)}.$$

At $x=L$ the drift part of the flux is zero, because the density is zero. In $-D\hat c'$ the hyperbolic sine contributes the derivative $-q$, which makes the flux positive:

$$\hat J(L,s)=\frac{F(s)}s,\qquad F(s)=c_0Dq\,\frac{\exp(vL/2D)}{\sinh(qL)}.$$

At $s=0$ one has $q=|v|/2D$. Since $|v|/\sinh(|v|L/2D)=v/\sinh(vL/2D)$, this gives $F(0)=vc_0\exp(u/2)/[2\sinh(u/2)]$, which equals $J_s$, as it must. The transform of the flux deficit is then

$$\int_0^\infty[J_s-J(L,t)]\exp(-st)\,dt=\frac{F(0)-F(s)}s.$$

For $s\to0$ the left side becomes $J_s\theta$ and the right side becomes $-F'(0)$. Thus

$$\theta=-\frac{F'(0)}{F(0)}=-\left.\frac{d\ln F}{ds}\right|_{s=0}.$$

Only $q$ depends on $s$. From $\ln F=\text{const}+\ln q-\ln\sinh(qL)$ and $2q\,dq/ds=1/D$,

$$\theta=-\left[\frac1q-L\coth(qL)\right]\frac1{2Dq}=\frac{L\coth(qL)-1/q}{2Dq}.$$

Setting $q=|v|/2D$ makes the denominator $|v|$. Both $\coth(|v|L/2D)/|v|$ and $1/|v|^2$ are unchanged when $|v|$ is replaced by $v$, so

$$\boxed{\theta=\frac Lv\left[\coth\left(\frac{vL}{2D}\right)-\frac{2D}{vL}\right].}$$

The weak-field limit needs the expansion of $\coth z$ at small $z$. Dividing the series of $\cosh z$ by that of $\sinh z$,

$$\coth z=\frac1z\,\frac{1+z^2/2+z^4/24+\cdots}{1+z^2/6+z^4/120+\cdots}=\frac1z+\frac z3-\frac{z^3}{45}+\cdots.$$

With $z=u/2$ the term $1/z$ cancels $2D/(vL)=2/u$, leaving

$$\theta=\frac Lv\left(\frac u6-\frac{u^3}{360}+\cdots\right)=\frac{L^2}{6D}\left(1-\frac{u^2}{60}+\cdots\right).$$

The first correction is quadratic, so a small bias of either sign shortens the lag. For strong forward drift, $\coth(u/2)$ differs from one by about $2\exp(-u)$, and

$$\theta\simeq\frac Lv-\frac{2D}{v^2}=\frac Lv\left(1-\frac2u\right).$$

It may seem odd that a field opposing the ions gives the same lag as one helping them. The explanation lies in which ions are counted. Replace the fixed entrance density by a steady injection of ions at a small distance $a$ from the entrance, with ions that return to $x=0$ removed. As $a\to0$, an injection rate $R=Dc_0/a$ maintains the density $c_0$ next to the face. If $f(\tau)\,d\tau$ is the probability that an injected ion reaches the exit at an age between $\tau$ and $\tau+d\tau$, without having returned, then

$$J(L,t)=R\int_0^tf(\tau)\,d\tau.$$

Hence $J(L,t)/J_s$ is the fraction of successful ions whose transit takes less than $t$. The integral over one minus such a fraction is the mean, so $\theta$ is the mean transit time of the successful ions.

The substitution that removed the drift also applies to a single ion starting at $x=a$. It gives

$$f(\tau)=\exp\left[\frac{v(L-a)}{2D}-\frac{v^2\tau}{4D}\right]f_0(\tau),$$

where $f_0$ belongs to zero field. The sign of $v$ enters through a factor that does not contain $\tau$. Reversing the field from forward to opposing therefore multiplies the number of successful ions by $\exp(-|u|)$, as $a\to0$, but leaves the distribution of their transit times unchanged. The other factor, $\exp(-v^2\tau/4D)$, favours quick passages, and so the lag falls as $|v|$ grows.

The same factor gives the spread of arrival times. Put $\lambda=v^2/4D$. The normalized distribution is proportional to $\exp(-\lambda\tau)f_0(\tau)$, and differentiating its mean with respect to $\lambda$ gives minus its variance. At fixed $D$, $d\lambda=(v/2D)\,dv$, so for strong forward drift

$$\sigma^2=-\frac{2D}v\frac{d\theta}{dv}\simeq\frac{2D}v\left(\frac L{v^2}-\frac{4D}{v^3}\right)=\frac{L^2}{v^2}\left(\frac2u-\frac8{u^2}\right).$$

As an example, take parameters in the regime of copper ions in an organosilicate interlayer dielectric under bias-temperature stress. They are rough, chosen values: $L=100$ nm, $T=450$ K, $D=10^{-17}$ cm²/s, a field $E=0.5$ MV/cm and $c_0=10^{16}$ cm⁻³. The ions are singly charged and obey the Einstein relation, so

$$v=\frac{DeE}{k_BT},\qquad u=\frac{eEL}{k_BT}.$$

The thermal voltage $k_BT/e$ is 0.03878 V and the applied voltage is 5.00 V. Then $u=5.00/0.03878=128.9$, and

$$v=\frac{10^{-17}\times5\times10^5}{0.03878}=1.289\times10^{-10}\ \text{cm/s}.$$

The pure drift time is $L/v=21.54$ h and the correction $2D/v^2$ is 0.33 h. The time lag is therefore 21.2 h, or $7.64\times10^4$ s. Without field, and neglecting the charge of the ions, it would be $L^2/(6D)=1.67\times10^6$ s, or 463 h. Inserting the biased lag into the field-free relation would overestimate the diffusivity by a factor of 21.8.

The variation with field, at fixed temperature, thickness and entrance density, is as follows. These are uniform-field values. At $c_0=10^{16}$ cm⁻³ the field of the ions themselves is not small against the applied field in the five weakest-field rows (in the steady state it lowers the field at the entrance by 0.011 to 0.025 MV/cm), so the lags there describe a much more dilute entrance density; the size of the correction is given below.

| $E$ (MV/cm) | $u$ | $\theta$ (h) | $J_s$ (cm⁻² s⁻¹) |
|---:|---:|---:|---:|
| −0.01 | −2.58 | 419 | $2.12\times10^3$ |
| 0 | 0 | 463 | $1.00\times10^4$ |
| 0.01 | 2.58 | 419 | $2.79\times10^4$ |
| 0.05 | 12.9 | 182 | $1.29\times10^5$ |
| 0.10 | 25.8 | 99.4 | $2.58\times10^5$ |
| 0.50 | 128.9 | 21.2 | $1.29\times10^6$ |

At ±0.01 MV/cm the lags agree, while the fluxes differ by a factor of 13.2, which is $\exp(2.579)$. In a uniform field, a bias of only 0.1 V across the film already shortens the lag by about 10%. At 0.05 MV/cm the strong-field form is accurate: $L/v$ is ten times the value at 0.5 MV/cm, or 215.4 h, and multiplication by $1-2/12.89$ gives 182 h.

In strong field the lag is a good measure of $v$ but a poor independent measure of $D$. At 0.5 MV/cm the diffusivity enters only through the correction of 0.33 h. If $v$ were known separately, an error of 1% in the lag, or 0.21 h, would change the inferred $D$ by about 60%. The Einstein relation avoids this difficulty by obtaining $D$ from $v$, but the result then rests on that relation and on the assumed charge.

Nor is the lag the moment of first arrival. A finite-volume integration of the balance equation for the example gives an exit flux of 0.52 of its steady value at $t=\theta$, and 1.00 to two decimals at $1.5\theta$. The spread formula agrees with this picture: $\sigma=21.54\sqrt{2/128.9-8/128.9^2}$ h, or 2.6 h, so that $1.5\theta$ lies about four standard deviations beyond the mean. Moreover,

$$Q(t)-J_s(t-\theta)=\int_t^\infty[J_s-J(L,t')]\,dt'\ge0,$$

because the fraction of completed transits cannot exceed one. The delivered amount thus never lies below the late straight line. If a failure criterion is a dose $N$ per unit area, the estimate $t=\theta+N/J_s$ is reliable when that time lies well past the transient. For smaller doses it is too late, and therefore unsafe.

The detector must count ions at the exit. The current in the external circuit is a different quantity. In one dimension the sum $eJ+\varepsilon\,\partial E/\partial t$, with $\varepsilon$ the permittivity, is the same at every $x$. Averaging it over the slab at constant voltage removes the field term, because the average field is constant, and the circuit current density becomes $(e/L)\int_0^LJ\,dx$. This is nonzero while the ions are still inside, so its lag is not $\theta$. In the example the steady ionic current density is only $2.1\times10^{-13}$ A/cm², and electronic leakage could hide it.

The uniform field is the first assumption to examine. By Gauss's law, ions at uniform density $c_0$ change the field across the slab by $\Delta E=ec_0L/\varepsilon$. For relative permittivity 3 this is 0.060 MV/cm, or 12% of the applied field. The effect on the lag can be estimated with a sharp front at $x=\phi L$, with density $c_0$ behind it and none ahead. If $E_0$ is the field at the entrance, the field rises linearly to $E_0+\Delta E\,\phi$ at the front and stays there. Its average must equal $E$:

$$E_0+\Delta E\left[\frac{\phi^2}2+\phi(1-\phi)\right]=E.$$

Hence $E_0=E-\Delta E(\phi-\phi^2/2)$, and the field at the front is $E+\Delta E\,\phi^2/2$. The front is accelerated. To first order its travel time changes by the fraction

$$-\frac{\Delta E}{2E}\int_0^1\phi^2\,d\phi=-\frac{\Delta E}{6E},$$

which is −2.0%. A time-dependent solution of the transport and Poisson equations at fixed voltage also gives −2.0% for the lag, and −5.7% for the steady flux. The flux falls because the field at the entrance is reduced, by about $\Delta E/2$ when $\phi=1$. At $c_0=3\times10^{16}$ cm⁻³ the computed changes are about −5% and −16%. These corrections stay moderate because $\Delta E$ is smaller than $E$, 12% and 36% of it. At weaker fields the same density of $10^{16}$ cm⁻³ matters much more, since the Debye length, 25 nm, is a quarter of the film. With space charge the lags at −0.01, 0, 0.01, 0.05 and 0.10 MV/cm are about 357, 342, 292, 151 and 90 h, and the steady fluxes are 18 to 41% below the table. The symmetry between forward and opposing fields is then lost: the two lags at ±0.01 MV/cm differ, and the flux ratio is 9.6 instead of 13.2. At $c_0=10^{15}$ cm⁻³ the lags at these fields change by 7% or less.

High fields also make hopping nonlinear. For hops of length $a$ with forward and backward rates $(D/a^2)\exp(\pm h)$, where $h=eEa/(2k_BT)$, the velocity is

$$v=\frac{2D}a\sinh h,$$

which reduces to the Einstein value for small $h$. With an assumed hop length of 1 nm, $h=ua/(2L)=0.645$, and $\sinh h/h=1.07$. Solving the linear equations for the mean successful transit across a film of 100 such hop lengths gives 19.8 h, which is 6.8% below the continuum lag.

Reversible traps act in the opposite direction. Let free ions be captured at rate $\kappa$ and released at rate $\rho$, with no trapped ions at the start. If $n$ is the trapped density, $\partial n/\partial t=\kappa c-\rho n$, whose transform is $\hat n=\kappa\hat c/(s+\rho)$. The equation for the free ions gains the terms $-\kappa c+\rho n$, so $s$ is replaced there by

$$S=s+\kappa-\frac{\rho\kappa}{s+\rho}=s\left(1+\frac\kappa{s+\rho}\right).$$

The exit flux transform becomes $F(S)/s$. Since $dS/ds=1+\kappa/\rho$ at $s=0$, the lag is multiplied by $1+\kappa/\rho$, while the steady flux is unchanged. For an assumed trap fraction of $10^{-3}$ and a binding energy of 0.2 eV, the equilibrium ratio is $\kappa/\rho=10^{-3}\exp(0.2/0.03878)=0.174$, and the lag rises to 24.9 h. This linear result requires that the traps stay far from full, and it describes the straight line reached at times long against $1/\rho$. If release occurs at the hop rate $2D/a^2$ with $a=1$ nm, reduced by $\exp(-0.2/0.03878)$, then $1/\rho=24$ h, longer than the trap-free lag. Most ions then cross without capture. At 40 h the exit flux is 93% of its steady value and the tangent to $Q$ meets the time axis at 21.8 h; the intercept 24.9 h is approached only after about 200 h. Irreversible capture has $\rho=0$ and is outside it. Then $S=s+\kappa$, and with the same $\kappa$ the steady flux falls by 14% while the lag is slightly shortened, to 21.15 h.

In a real interconnect dielectric the temperature matters as well. For an assumed activation energy of 1.0 eV, with $D$ following the Arrhenius law and $v$ the Einstein relation, an oven 5 K hotter shortens the lag by 24%. At 378 K and the same field the trap-free lag becomes about 2400 h, or 100 days, and the trap factor $1+\kappa/\rho$ assumed above grows from 1.17 to 1.46. The applied field is about a tenth of a rough breakdown field of 5 MV/cm, which does not exclude slower damage under long stress. The assumption most open to doubt in a device is the constant entrance density. The supply of copper ions depends on the oxidation of the metal and on the barrier layer, and it may vary with time. The uniform-field result should be replaced by a calculation with space charge once $\Delta E=ec_0L/\varepsilon$ is no longer small against the applied field or, in weak field, once the film is thicker than the Debye length. At 0.5 MV/cm and $3\times10^{16}$ cm⁻³, $\Delta E$ is 36% of $E$, and the lag and steady flux lie 5% and 16% below the uniform-field values; at $10^{17}$ cm⁻³ they lie 14% and 41% below. At 0.10 MV/cm, where $\Delta E$ is 60% of $E$ and the lag and steady flux lie 9% and 22% below the uniform-field values, and at all weaker fields, the replacement is already needed at $10^{16}$ cm⁻³. The 21 h of the example therefore shows the scale and the sensitivities of ion transit for these parameters; it does not predict a device lifetime.
